# Which free-carrier optical effects cancel between electrons and holes?

**Q:** I inject equal numbers of electrons and holes into a transparent semiconductor layer. The plasma is neutral, and light pushes the two kinds of carrier in opposite directions. If their masses and scattering times were also equal, every free-carrier effect on the light should cancel: the index change, the absorption, and the Faraday rotation in a magnetic field.

**A:** Let us take the index change first, with no magnetic field. Light does not respond to the net charge density here; it responds to the current. Which way does each current flow?

**Q:** The hole moves along the field and the electron against it, so the velocities are opposite.

**A:** And the current density is charge times density times velocity. For the electron, both the charge and the velocity have changed sign, so its current points the same way as the hole's. The currents add.

To get the size, let each carrier have charge $q=\pm e$, isotropic effective mass $m$ and scattering time $\tau$, and obey the Drude equation
$$m\left(\frac{d\mathbf v}{dt}+\frac{\mathbf v}{\tau}\right)=q\mathbf E .$$
With time factor $e^{-i\omega t}$, the derivative becomes $-i\omega$. Since $-i\omega+1/\tau=-i(\omega+i/\tau)$, I define $w=\omega+i/\tau$ and obtain
$$-imw\,\mathbf v=q\mathbf E\quad\Rightarrow\quad \mathbf v=\frac{iq}{mw}\mathbf E,\qquad \mathbf J=nq\mathbf v=\frac{inq^2}{mw}\mathbf E=\sigma\mathbf E .$$
The charge appears once in the force and once in the current, hence $q^2$.

In Maxwell's equations this current joins the displacement current of the host, whose permittivity is $\epsilon_b$:
$$-i\omega\epsilon_0\epsilon_b\mathbf E+\sigma\mathbf E=-i\omega\epsilon_0\epsilon\,\mathbf E
\quad\Rightarrow\quad \epsilon=\epsilon_b+\frac{i\sigma}{\epsilon_0\omega}.$$
One species therefore contributes $-\omega_p^2/(\omega w)$, with $\omega_p^2=ne^2/(\epsilon_0m)$. For the matched pair,
$$\epsilon=\epsilon_b-\frac{2\omega_p^2}{\omega(\omega+i/\tau)} .$$

**Q:** So the permittivity change doubles. Does the refractive index change double too?

**A:** To first order. Write $\epsilon=n_b^2+\delta\epsilon$, where $n_b$ is the host index. Then $\sqrt{n_b^2+\delta\epsilon}\approx n_b+\delta\epsilon/(2n_b)$, which is linear in $\delta\epsilon$ while $|\delta\epsilon|\ll n_b^2$. The permittivities add without that restriction in this model.

Take a layer of thickness $L=100$ µm, light of wavelength 1550 nm, $n_b=2.6$, and $10^{17}$ cm$^{-3}$ of each carrier. For the matched pair I choose $m=0.50\,m_0$ and a mobility of 300 cm$^2$/Vs, which give $\tau=85.3$ fs and $\omega\tau=103.6$. One species has
$$\frac{\omega_p^2}{\omega^2}=\left(\frac{2.523\times10^{13}}{1.2153\times10^{15}}\right)^2=4.31\times10^{-4}.$$
The pair gives $\delta\epsilon=-8.62\times10^{-4}$, so
$$\delta n=\frac{-8.62\times10^{-4}}{2\times2.6}=-1.66\times10^{-4}.$$
The optical phase changes by $\omega L\,\delta n/c=-67.2$ mrad, against $-33.6$ mrad for electrons alone.

The loss adds as well. From $1/w=(\omega-i/\tau)/(\omega^2+1/\tau^2)$, the imaginary part of the pair's permittivity is positive, $8.3\times10^{-6}$. The intensity absorption coefficient is
$$\alpha=\frac{2\omega}{c}\,\mathrm{Im}\,n\approx\frac{\omega}{c\,n_b}\,\mathrm{Im}\,\epsilon=0.13\ \mathrm{cm}^{-1}.$$

**Q:** I accept that. But by the same argument the Faraday rotations should add. Two charges, two currents, both helping.

**A:** Now the magnetic force brings in one more factor of charge. Put a static field $B$ along $+z$, parallel to the beam. The force gains the term $q\mathbf v\times\mathbf B=qB(v_y,-v_x)$. With the signed cyclotron frequency $\Omega=qB/m$, positive for holes and negative for electrons, the equations are
$$-iwv_x=\frac qmE_x+\Omega v_y,\qquad -iwv_y=\frac qmE_y-\Omega v_x .$$
Add $\pm i$ times the second to the first, and define $v_\pm=v_x\pm iv_y$ and $E_\pm=E_x\pm iE_y$. The magnetic terms combine as
$$\Omega(v_y\mp iv_x)=\mp i\Omega(v_x\pm iv_y)=\mp i\Omega v_\pm .$$
Moving this to the left gives $-i(w\mp\Omega)v_\pm=(q/m)E_\pm$, so
$$v_\pm=\frac{iq}{m}\,\frac{E_\pm}{w\mp\Omega}.$$

Now let the light field point along $x$, so that $E_+=E_-=E$. Recover the Cartesian velocities:
$$v_x=\frac{v_++v_-}{2}=\frac{iqE}{m}\,\frac{w}{w^2-\Omega^2},\qquad
v_y=\frac{v_+-v_-}{2i}=\frac{qE}{m}\,\frac{\Omega}{w^2-\Omega^2}.$$
What happens to each when $q$ changes sign?

**Q:** $\Omega$ changes sign with $q$. So $v_x$ reverses, but $v_y$ contains $q\Omega$ and stays the same. The electron and the hole drift sideways together.

**A:** And opposite charges drifting together carry no net current. Along the light field the velocities are opposite and the currents add; across it the velocities are equal and the currents cancel. The sideways current linear in $B$ has three factors of charge: one from the electric force, one from the magnetic force, one from the current itself.

Integrating Newton's equations in time shows the same thing in a strong field. With $|\Omega|=0.4\omega$ and $1/\tau=0.3\omega$, the two velocities along $\mathbf E$ sum to zero and the two across it agree, each to within $10^{-6}$ of $eE/(m\omega)$.

**Q:** How does a sideways current become a rotation of the polarization?

**A:** The current component $J_\pm$ depends on $E_\pm$ alone, so the two circular components travel independently. Inserting $\sigma_\pm=nqv_\pm/E_\pm$ in the permittivity formula gives
$$\epsilon_\pm=\epsilon_b-\sum_{\rm species}\frac{\omega_p^2}{\omega(w\mp\Omega)},\qquad n_\pm=\sqrt{\epsilon_\pm}.$$
Assume a single pass, with reflections suppressed. Light polarized along $x$ enters with $E_\pm=E_0$ and leaves with $E_\pm=E_0e^{i\omega n_\pm L/c}$. Take out the common factor $e^{i\omega(n_++n_-)L/2c}$ and use $E_x=(E_++E_-)/2$ and $E_y=(E_+-E_-)/2i$. What remains is
$$E_x\propto\cos\Theta,\qquad E_y\propto\sin\Theta,\qquad \Theta=\frac{\omega L}{2c}(n_+-n_-).$$
For real $\Theta$ this is linear polarization turned by $\Theta$ from $x$ towards $y$. For complex $\Theta=\theta+i\eta$, the angle-sum formulas show that $(\cos\Theta,\sin\Theta)$ is the vector $(\cosh\eta,\,i\sinh\eta)$ turned through $\theta$. That is an ellipse whose long axis has turned by $\theta$ and whose ellipticity angle is $\eta$ when $\eta$ is small.

For $|\Omega|\ll\omega$, expand $1/(w\mp\Omega)\approx1/w\pm\Omega/w^2$. The difference for one species is
$$\epsilon_+-\epsilon_-\approx-\frac{2\omega_p^2\Omega}{\omega w^2},\qquad n_+-n_-\approx\frac{\epsilon_+-\epsilon_-}{2n_b},$$
and hence
$$\Theta\approx-\frac{L}{2cn_b}\,\frac{\omega_p^2\Omega}{w^2}.$$
When $\omega\tau\gg1$, $w^2\approx\omega^2$. Electrons have negative $\Omega$ and rotate the light positively; holes do the opposite.

At $B=1$ T, $|\Omega|=3.518\times10^{11}$ s$^{-1}$ and $L/(2cn_b)=6.415\times10^{-14}$ s. The size of the rotation is
$$6.415\times10^{-14}\times4.31\times10^{-4}\times3.518\times10^{11}=9.7\times10^{-6}\ \mathrm{rad}.$$
So electrons give $+9.7$ µrad and holes $-9.7$ µrad.

**Q:** That is the linear term. Does a remainder appear in a stronger field?

**A:** Not for the matched pair in this model. Let $\Omega$ now denote the hole's value; the electron's is $-\Omega$. Without any expansion,
$$\epsilon_\pm=\epsilon_b-\frac{\omega_p^2}{\omega}\left[\frac1{w\mp\Omega}+\frac1{w\pm\Omega}\right]
=\epsilon_b-\frac{2\omega_p^2}{\omega}\,\frac{w}{w^2-\Omega^2}.$$
Changing the handedness merely swaps the two terms. Thus $\epsilon_+=\epsilon_-$, and both the rotation and the ellipticity vanish at every $B$.

**Q:** Then a matched plasma cannot feel the magnetic field at all.

**A:** Look at the last expression: it still contains $\Omega^2$. Effects even in $B$ survive. They show as a birefringence if you turn the magnet so that $\mathbf B$ is perpendicular to the beam, the Voigt geometry.

Light polarized along $\mathbf B$ drives carriers along $\mathbf B$, where there is no magnetic force, so it sees the zero-field permittivity. Light polarized across $\mathbf B$ drives an orbit in the plane perpendicular to $\mathbf B$. The extra current then points along the beam, and for the matched pair it cancels, so no longitudinal electric field is needed. This light sees the permittivity just derived. The difference is
$$\epsilon_\perp-\epsilon_\parallel=-\frac{2\omega_p^2}{\omega}\left[\frac{w}{w^2-\Omega^2}-\frac1w\right]
=-\frac{2\omega_p^2}{\omega}\,\frac{\Omega^2}{w(w^2-\Omega^2)}\approx-\frac{2\omega_p^2}{\omega^2}\,\frac{\Omega^2}{\omega^2}.$$
The last form holds for $|\Omega|\ll\omega$ and $\omega\tau\gg1$. The phase difference is the plasma phase times $(\Omega/\omega)^2$:
$$-67.2\ \mathrm{mrad}\times(2.894\times10^{-4})^2=-5.6\ \mathrm{nrad}.$$
It is tiny at 1 T, but it is not zero.

**Q:** Electrons and holes also collide with each other. They move in opposite directions along the field, so that friction could spoil the balance.

**A:** Let the friction force on the hole be $-mg(\mathbf v_h-\mathbf v_e)$ and that on the electron its opposite, so that momentum is conserved between them. The matched equations in the Faraday geometry are
$$-imw\,\mathbf v_h=e(\mathbf E+\mathbf v_h\times\mathbf B)-mg(\mathbf v_h-\mathbf v_e),$$
$$-imw\,\mathbf v_e=-e(\mathbf E+\mathbf v_e\times\mathbf B)+mg(\mathbf v_h-\mathbf v_e).$$
Define $\mathbf u=\mathbf v_h-\mathbf v_e$, which carries the current $\mathbf J=ne\mathbf u$, and $\mathbf s=\mathbf v_h+\mathbf v_e$, which carries none. Subtracting and adding the equations gives
$$m(-iw+2g)\mathbf u=2e\mathbf E+e\,\mathbf s\times\mathbf B,\qquad -imw\,\mathbf s=e\,\mathbf u\times\mathbf B .$$
The second equation makes $\mathbf s$ proportional to $\mathbf u\times\mathbf B$. Since $\mathbf u$ is perpendicular to $\mathbf B$, $(\mathbf u\times\mathbf B)\times\mathbf B=-B^2\mathbf u$. Every term in the first equation is then along $\mathbf u$ or $\mathbf E$, so the current is parallel to $\mathbf E$. There is still no rotation. At $B=0$ the friction raises the damping rate from $1/\tau$ to $1/\tau+2g$: it changes the permittivity but does not make the two contributions oppose each other.

**Q:** How much depends on the masses and scattering times being equal?

**A:** Use $\omega_p^2\Omega=Nq^3B/(\epsilon_0m^2)$ for a species of density $N$. For weak $B$ and $\omega\tau\gg1$, with electron density $n$ and hole density $p$,
$$\theta\approx\frac{e^3BL}{2cn_b\epsilon_0\omega^2}\left(\frac{n}{m_e^2}-\frac{p}{m_h^2}\right).$$
With $n=p$, unequal masses leave a remainder, and the lighter carrier wins. The plasma permittivity instead contains the sum $n/m_e+p/m_h$, which cannot cancel.

Equality is sufficient for zero rotation, not necessary. If the scattering times are equal, $p/n=(m_h/m_e)^2$ also removes the part linear in $B$. Unequal densities then need ionized dopants to keep the material neutral, and the terms of higher order in $B$ need not cancel.

For unequal scattering times, expand
$$\frac1{w^2}=\frac1{\omega^2}\left(1+\frac{i}{\omega\tau}\right)^{-2}\approx\frac1{\omega^2}\left[1-\frac{2i}{\omega\tau}-\frac{3}{(\omega\tau)^2}\right].$$
The ellipticity is affected at first order in $1/(\omega\tau)$, the rotation at second. Keep the masses equal and make the hole mobility ten times lower: the pair then has a rotation of 0.26 µrad and an ellipticity of 1.7 µrad. Both were zero before.

**Q:** Is there a real material close to the matched case?

**A:** The layer I chose resembles 4H silicon carbide with light along its $c$ axis, at 300 K. The host index is then the same for both transverse polarizations. Its carriers are not matched. Rough in-plane hole and electron values are a hole mass of $0.6\,m_0$, and three equivalent electron valleys, turned by 60° from one another, with principal masses $m_1=0.6\,m_0$ and $m_2=0.3\,m_0$. Rough mobilities are 90 cm$^2$/Vs for holes and 600 for electrons. I treat the holes as a single parabolic band, although a second valence band lies only a few meV below the top and is also occupied at 300 K. Light of 0.8 eV also couples neighbouring valence bands, which can change the hole rotation substantially, so the hole value below is only a single-band estimate.

**Q:** Which electron mass do I put in the formulas?

**A:** Different ones for the two effects. At zero field, the inverse masses are averaged over the valleys. Over these three directions $\cos^2$ and $\sin^2$ both average to $\tfrac12$, so
$$\frac1{m_{\rm opt}}=\frac12\left(\frac1{m_1}+\frac1{m_2}\right),\qquad m_{\rm opt}=\frac{2m_1m_2}{m_1+m_2}=0.40\,m_0 .$$
For the rotation, drive one valley along its axis 1. To lowest order $v_1=iqE_1/(m_1w)$. The magnetic force along axis 2 gives $-iwm_2v_2=-qBv_1$, hence
$$v_2=\frac{qBv_1}{iwm_2}=\frac{q^2BE_1}{m_1m_2w^2}.$$
Driving along axis 2 gives the same size with the opposite sign. Such an antisymmetric response does not change when the axes are turned in the plane, so all three valleys contribute equally. The rotation therefore contains $1/(m_1m_2)$, not $1/m_{\rm opt}^2$. Relative to an isotropic carrier of mass $m_{\rm opt}$ it is multiplied by
$$\frac{m_{\rm opt}^2}{m_1m_2}=\frac{4m_1m_2}{(m_1+m_2)^2}=\frac{4\times0.18}{0.81}=0.89 .$$

With these values, electrons give $+13.5$ µrad and holes $-6.7$ µrad, leaving $+6.8$ µrad: in this single-band estimate, half of the electron rotation survives. The plasma phase is $-70$ mrad, with both species contributing in the same direction. Even isotropic holes with the electrons' optical mass and scattering time would leave $-1.7$ µrad, so equal optical masses are not enough. Matching the mass tensors valley by valley, along with the densities and scattering times, would restore the full cancellation.

**Q:** If I measured the matched layer in the laboratory, would I see zero rotation?

**A:** No, because the host crystal rotates light too. A rough model, with bound electrons of bare mass resonating at 8 eV, gives roughly 0.7 mrad at 1 T, far more than either carrier species. You would compare the rotation with and without injection at the same field and temperature.

Even that difference is not exactly zero for the matched pair. The host's rotation is inversely proportional to the refractive index, which the carriers lower by a fraction $6.4\times10^{-5}$. This raises the host's rotation by about 0.04 µrad. Carriers also block some transitions across the gap. As an estimate, I set the lost interband strength equal to the Drude strength gained and place it at a gap of 3.3 eV. This adds 6% to the plasma permittivity change and $-0.04$ µrad to the rotation, the latter about 0.4% of one species' share. With these values the two corrections to the rotation nearly cancel, leaving less than 0.01 µrad for a single pass with no reflections. In silicon carbide the gap is indirect and the vertical transitions lie at higher energies. Both blocking numbers are then smaller in this model, and the remainder approaches the 0.04 µrad that comes from the host's index.

**Q:** And which of the other assumptions would a device break?

**A:** Reflections affect both the rotation and the plasma phase change. For the plasma phase and for the rotation by one species, bare faces would multiply the single-pass value by a factor between about 0.67 and 1.49, depending on the optical thickness. They also turn some ellipticity into rotation, which matters when the ellipticity is the larger of the two, as in the pair with unequal scattering times. The largest effect falls on the host's rotation. It carries the same factor, and injection changes the optical thickness by 67 mrad, over which the factor can change by up to 0.95 per radian. With bare faces, the matched pair's rotation with and without injection can therefore differ by up to $0.66\ \mathrm{mrad}\times0.067\times0.95\approx42$ µrad of either sign, four times the share of one species. A residual reflectance of 1% per face still allows about 1.8 µrad, and 0.1% about 0.2 µrad. Heating also shifts the phase: with a rough thermo-optic coefficient of $4\times10^{-5}$ K$^{-1}$, heating by 4 K cancels the matched pair's index change. That is a cancellation between carriers and lattice, not between electrons and holes.

The scattering time at optical frequency may differ from the one inferred from mobility. The photon energy is about $31\,k_BT$, so absorption is a quantum process assisted by phonons or impurities, and the 0.13 cm$^{-1}$ above is a figure of the Drude model, not a prediction for silicon carbide. Making it ten times shorter lowers the electron rotation by 2.7%, although it raises the weak Drude absorption about tenfold. Classical statistics are reasonable here: with the silicon carbide masses, the density is 0.5 to 0.6% of the effective density of states in each band, and for the matched mass the Landau-level spacing is 0.9% of $k_BT$.

**Q:** My actual device is a waveguide. Can I use the same rotation formula?

**A:** Only if its two polarization modes have nearly the same index, and even then you must allow for how much of the guided light overlaps the carriers. Suppose the two mode indices differ by $\Delta n>0$, and let $\kappa=\omega\Delta n/c$. The rotation formula needs $\kappa L\ll1$, which for a length of 100 µm means $\Delta n$ well below $2.5\times10^{-3}$. For small conversion and carriers spread evenly along the guide, the sideways field produced at each position arrives with a different phase, so the length $L$ is replaced by
$$\left|\int_0^L e^{i\kappa z}\,dz\right|=\frac{2|\sin(\kappa L/2)|}{\kappa}\le\frac2\kappa .$$
The polarization conversion then rises and falls along the guide and never exceeds a fixed limit, however long the guide is. Carriers injected in a pattern that repeats with period $2\pi/\kappa$ could escape this limit. The plasma phase has no such limit and continues to accumulate along the guide.

**Q:** So neutrality was the wrong thing to look at. I should ask whether the current changes sign when I reverse the carrier's charge.

**A:** Yes, with mass, density and scattering time held fixed. The zero-field current keeps its sign, so the matched species add. The sideways current behind Faraday rotation reverses, so they cancel.

## Computed results

```
wavelength 1550 nm, photon energy 0.800 eV
length 100 um, B 1.0 T, T 300 K
electron density = hole density 1.0e+17 cm^-3
host index (rough) 2.6
matched mass 0.50 m0, mobility 300 cm2/Vs
scattering time 85.3 fs, omega*tau 103.6
omega 1.2153e+15 rad/s
plasma frequency, one species 2.5229e+13 rad/s
cyclotron frequency magnitude 3.5176e+11 rad/s
permittivity change, electrons -4.3096e-04
permittivity change, holes -4.3096e-04
permittivity change, pair -8.6192e-04
imaginary permittivity, pair 8.316e-06
index change, electrons -8.2878e-05
index change, pair -1.6576e-04
phase, electrons -33.60 mrad
phase, pair -67.19 mrad
absorption, pair 0.130 cm^-1
rotation, electrons 9.723 urad
rotation, holes -9.723 urad
rotation magnitude, pair 0.0e+00 urad
ellipticity, electrons -0.188 urad
ellipticity, holes 0.188 urad
Voigt retardation, pair -5.63 nrad
Equal masses, hole mobility ten times lower:
  rotation 0.2648, ellipticity 1.655 urad
Rough SiC values:
  valley masses 0.6, 0.3 (in plane), 0.3 (axis) m0
  hole masses 0.6 (in plane), 1.7 (axis) m0
  mobilities 600 and 90 cm2/Vs
  scattering times 136 and 31 fs
  electron optical mass 0.400 m0
  valley rotation factor 0.8889
  rotation, electrons 13.51 urad
  rotation, holes -6.74 urad
  rotation, both 6.77 urad
  phase, both -70.0 mrad
  rotation, equal optical masses -1.69 urad
Neglected effects (estimates):
  host oscillator 8.0 eV, gap 3.3 eV
  host rotation 656 urad
  blocked/plasma permittivity 6.2 %
  blocked-transition rotation -0.038 urad
  electron rotation at tau/10: -2.72 % change
  density/band states: e 0.0057, h 0.0051
  Landau spacing/kT 0.0090
  exciton binding (rough) 20 meV
  (binding/photon energy)^2 6.3e-04
  bare-face rotation factor 0.67 to 1.49
  thermo-optic coefficient (rough) 4e-05 /K
  heating that offsets plasma index 4.1 K
```
